# Helium C6 from CCSD polarizabilities at imaginary frequency: test program

```python
# Result under test: CCSD linear response of He at imaginary frequency w = i u,
#   alpha(w) = -[eta.t(w) + eta.t(-w) + t(w) F t(-w)],  (A - w) t(w) = -xi,
# equals the full-CI sum over states, and C6 = (3/pi) int_0^inf alpha(iu)^2 du ~ 1.46.
# Atomic units (hbar=m=e=1). Basis states |p alpha, q beta>; state 0 is the RHF reference.
# Obar = exp(-T) O exp(T); L = <Lambda|; A = Hbar - E (Jacobian); Z = z1 + z2;
# xi = <mu|Zbar|0>, eta = <L|[Zbar,tau]|0>, F = <L|[[Hbar,tau],tau]|0>.
# Parity label of an orbital: bit 1, 2, 4 set if odd in x, y, z.
import numpy as np
from scipy.linalg import eigh
from scipy.integrate import quad, solve_ivp
from scipy.constants import physical_constants as pc
from pyscf import gto, scf, cc, ao2mo


class Helium:
    def __init__(self, basis):
        mol = gto.M(atom='He 0 0 0', basis=basis, verbose=0)
        mol.incore_anyway = True
        mf = scf.RHF(mol)
        mf.chkfile = None
        mf.conv_tol = 1e-12
        mf.kernel()
        n = mol.nao
        pt = np.array([0.31, 0.47, 0.73])
        ao = mol.eval_gto('GTOval_sph', np.array(
            [pt, pt * [-1, 1, 1], pt * [1, -1, 1], pt * [1, 1, -1]]))
        aolab = sum((ao[k + 1] * ao[0] < 0).astype(int) * 2**k for k in range(3))
        fock, ovl = mf.get_fock(), mf.get_ovlp()
        C, eps, lab, col = np.zeros((n, n)), np.zeros(n), np.zeros(n, int), 0
        for l in np.unique(aolab):
            i = np.where(aolab == l)[0]
            e, v = eigh(fock[np.ix_(i, i)], ovl[np.ix_(i, i)])
            c = np.arange(col, col + len(i))
            C[np.ix_(i, c)], eps[c], lab[c] = v, e, l
            col += len(i)
        o = np.argsort(eps)
        C, eps, lab = C[:, o], eps[o], lab[o]
        mf.mo_coeff, mf.mo_energy = C, eps
        self.mf, self.n, self.pairlab = mf, n, lab[:, None] ^ lab[None, :]
        self.h = C.T @ mf.get_hcore() @ C
        self.r = [C.T @ m @ C for m in mol.intor('int1e_r')]
        self.eri = ao2mo.restore(1, ao2mo.incore.full(mf._eri, C), n)
        self.W = self.pairs([0, 4])
        P, Q = self.W
        self.dim = len(P)
        self.H, self.Z = self.ham(self.W), self.one(self.r[2], self.W, self.W)
        self.maskA = (P == 0)[None, :] & (Q[:, None] == Q[None, :])
        self.maskB = (Q == 0)[None, :] & (P[:, None] == P[None, :])
        self.doubles = np.where((P > 0) & (Q > 0))[0]
        self.allexc = np.arange(1, self.dim)
        self.isz = self.pairlab[P, Q] == 4

    def pairs(self, labels):
        return np.where(np.isin(self.pairlab, labels))

    def one(self, m, rows, cols):
        (P, Q), (R, S) = rows, cols
        return (m[np.ix_(P, R)] * (Q[:, None] == S[None, :])
                + m[np.ix_(Q, S)] * (P[:, None] == R[None, :]))

    def ham(self, b):
        P, Q = b
        return self.one(self.h, b, b) + self.eri[P[:, None], P[None, :], Q[:, None], Q[None, :]]

    def excop(self, idx, amp):
        P, Q = self.W
        M = np.zeros((self.n, self.n), dtype=np.asarray(amp).dtype)
        M[P[idx], Q[idx]] = amp
        S = M[P, 0][:, None] * self.maskA + M[0, Q][:, None] * self.maskB
        S[self.doubles, 0] += M[P[self.doubles], Q[self.doubles]]
        return S

    def bar(self, O, T):
        I, T2 = np.eye(self.dim), 0.5 * T @ T
        return (I - T + T2) @ O @ (I + T + T2)

    def solve_cc(self, exc, field=0.0):
        H, t = self.H + field * self.Z, np.zeros(len(exc))
        for _ in range(40):
            Hb = self.bar(H, self.excop(exc, t))
            step = np.linalg.solve(Hb[np.ix_(exc, exc)] - Hb[0, 0] * np.eye(len(exc)), -Hb[exc, 0])
            t = t + step
            if abs(step).max() < 1e-10:
                break
        T = self.excop(exc, t)
        Hb = self.bar(H, T)
        assert abs(Hb[exc, 0]).max() < 1e-10
        A = Hb[np.ix_(exc, exc)] - Hb[0, 0] * np.eye(len(exc))
        L = np.zeros(self.dim)
        L[0], L[exc] = 1.0, np.linalg.solve(A.T, -Hb[0, exc])
        zs = self.isz[exc]
        return dict(E=Hb[0, 0], t=t, exc=exc, Hb=Hb, Zb=self.bar(self.Z, T), L=L,
                    Az=A[np.ix_(zs, zs)], iz=exc[zs])

    def alpha_parts(self, s, w):
        A, iz, L, Hb, Zb = s['Az'], s['iz'], s['L'], s['Hb'], s['Zb']
        I = np.eye(len(iz))
        tp = np.linalg.solve(A - w * I, -Zb[iz, 0] + 0j)
        tm = np.linalg.solve(A + w * I, -Zb[iz, 0] + 0j)
        Sp, Sm = self.excop(iz, tp), self.excop(iz, tm)
        S = Sp + Sm
        eta = (L @ Zb) @ S[:, 0] - (L @ S) @ Zb[:, 0]
        F = ((L @ Hb) @ (Sp @ Sm[:, 0]) - (L @ Sp) @ (Hb @ Sm[:, 0])
             - (L @ Sm) @ (Hb @ Sp[:, 0]) + (L @ Sm) @ (Sp @ Hb[:, 0]))
        return -eta, -F, tp, tm

    def alpha_iu(self, s, u):
        a, b, tp, tm = self.alpha_parts(s, 1j * u)
        assert abs((a + b).imag) < 1e-10 and abs(tm - tp.conj()).max() < 1e-10
        return (a + b).real

    def finite_field(self, exc, f=0.005):
        e0, e1, e2 = (self.solve_cc(exc, k * f)['E'] for k in (0, 1, 2))
        return -(16 * (e1 - e0) - (e2 - e0)) / (6 * f * f)

    def fci(self):
        g = self.pairs([0])
        e, v = eigh(self.ham(g))
        out = []
        for k in range(3):
            b = self.pairs([2**k])
            en, vn = eigh(self.ham(b))
            out.append((en - e[0], vn.T @ self.one(self.r[k], b, g) @ v[:, 0]))
        return e[0], out

    def propagate(self, s, u, f=3e-4):
        # nonlinear time-dependent CC in the field f*exp(u t); returns dipole/field at t=0
        exc, m = s['exc'], len(s['exc'])
        tau = np.array([self.excop(np.array([k]), np.array([1.0])) for k in exc])

        def left(y):
            L = np.zeros(self.dim, complex)
            L[0], L[exc] = 1.0, y[m:]
            return L

        def rhs(time, y):
            Hb = self.bar(self.H + f * np.exp(u * time) * self.Z, np.tensordot(y[:m], tau, 1))
            L = left(y)
            g = (L @ Hb)[exc] - (tau @ Hb[:, 0]) @ L
            return np.concatenate([-1j * Hb[exc, 0], 1j * g])
        y0 = np.concatenate([s['t'], s['L'][exc]]).astype(complex)
        y = solve_ivp(rhs, (-24 / u, 0), y0, method='DOP853', rtol=1e-10, atol=1e-12).y[:, -1]
        return -(left(y) @ self.bar(self.Z, np.tensordot(y[:m], tau, 1))[:, 0]).real / f


w0 = 1.0


def grid(N):
    x, w = np.polynomial.legendre.leggauss(N)
    return x, w0 * (1 + x) / (1 - x), 2 * w0 * w / (1 - x)**2


def c6_quad(fun, N):
    _, u, W = grid(N)
    return 3 / np.pi * sum(Wk * fun(uk)**2 for uk, Wk in zip(u, W))


# exact Coulomb energy of two neutral atoms against the dipole-dipole term
nvec = np.array([1.0, 2.0, 2.0]) / 3
qs = np.array([2.0, -1.0, -1.0])
ra = np.array([[0, 0, 0], [0.5, -0.3, 0.8], [0.2, 0.9, 0.4]])
rb = np.array([[0, 0, 0], [-0.6, 0.7, 0.1], [0.3, 0.5, -0.9]])
Tdd = np.eye(3) - 3 * np.outer(nvec, nvec)
err = [abs(R**3 * sum(qs[i] * qs[j] / np.linalg.norm(R * nvec + rb[j] - ra[i])
                      for i in range(3) for j in range(3)) - (qs @ ra) @ Tdd @ (qs @ rb))
       for R in (1000.0, 2000.0)]
assert err[0] < 1e-2 and abs(err[0] / err[1] - 2) < 0.05
for a, b in ((0.8, 2.5), (1.0, 1.0), (0.3, 7.0)):
    val = quad(lambda u: a * b / ((a * a + u * u) * (b * b + u * u)), 0, np.inf)[0]
    assert abs(2 / np.pi * val - 1 / (a + b)) < 1e-8

print("basis        n_orb  E_CCSD/Eh     alpha(0)/a0^3  sum f   C6(N=24)/(Eh a0^6)")
for basis in ('aug-cc-pvdz', 'aug-cc-pvtz', 'aug-cc-pvqz'):
    he = Helium(basis)
    s = he.solve_cc(he.allexc)
    ref = cc.CCSD(he.mf)
    ref.conv_tol, ref.conv_tol_normt, ref.max_cycle = 1e-11, 1e-8, 100
    ref.kernel()
    P, Q = he.W
    d = he.doubles
    assert abs(ref.e_tot - s['E']) < 1e-8
    assert abs(ref.t2[0, 0][P[d] - 1, Q[d] - 1] - s['t'][d - 1]).max() < 1e-6
    E0, st = he.fci()
    wn, zn = st[2]
    fn = 2 * wn * zn**2
    assert abs(E0 - s['E']) < 1e-10
    ev = np.linalg.eigvals(s['Az'])
    assert abs(ev.imag).max() < 1e-7 and abs(np.sort(ev.real) - wn).max() < 1e-7
    for u in (0.0, 0.3, 1.0, 5.0):
        assert abs(he.alpha_iu(s, u) - np.sum(fn / (wn**2 + u * u))) < 1e-9
    a0 = he.alpha_iu(s, 0.0)
    aff = he.finite_field(he.allexc)
    assert abs(aff - a0) < 1e-6
    assert abs(1e8 * he.alpha_iu(s, 1e4) - fn.sum()) < 1e-3
    c6closed = 1.5 * np.sum(np.outer(fn / wn, fn / wn) / (wn[:, None] + wn[None, :]))
    c6pt = sum(Tdd[a, b]**2 * np.sum(np.outer(st[a][1]**2, st[b][1]**2)
                                     / (st[a][0][:, None] + st[b][0][None, :]))
               for a in range(3) for b in range(3))
    c6 = c6_quad(lambda u: he.alpha_iu(s, u), 24)
    assert abs(c6 - c6closed) < 1e-7 and abs(c6 - c6pt) < 1e-7
    print(f"{basis}  {he.n:3d}  {s['E']:.8f}  {a0:.6f}     {fn.sum():.4f}  {c6:.6f}")
    if basis == 'aug-cc-pvdz':
        ug, lines = 0.8, []
        for name, exc in (('CCSD', he.allexc), ('CCD', he.doubles)):
            sx = he.solve_cc(exc)
            al0, alu = he.alpha_iu(sx, 0.0), he.alpha_iu(sx, ug)
            ff, td = he.finite_field(exc), he.propagate(sx, ug)
            assert abs(al0 - ff) < 1e-6 and abs(alu - td) < 1e-5
            lines.append(f"DZ {name}: alpha(0) {al0:.6f} finite field {ff:.6f}; "
                         f"alpha(i{ug}) {alu:.6f} real time {td:.6f} a0^3")
        assert abs(al0 - a0) > 0.1   # CCD is not full CI
for ln in lines:
    print(ln)

print("--- He CCSD/aug-cc-pVQZ ---")
print(f"determinants: even {np.sum(~he.isz)}, z-odd {np.sum(he.isz)}")
print(f"E_RHF {he.mf.e_tot:.8f} Eh, E_CCSD {s['E']:.8f} Eh, E_FCI {E0:.8f} Eh")
bright = np.where(fn > 1e-8)[0][:3]
for k in bright:
    print(f"bright pseudostate: hbar*omega_n {wn[k]:.5f} Eh, f_n {fn[k]:.5f}")
assert abs(fn.sum() - 2) < 0.1
xpole = (1j * wn - w0) / (1j * wn + w0)
assert abs(abs(xpole) - 1).max() < 1e-12 and abs(w0 * (1 + xpole) / (1 - xpole) - 1j * wn).max() < 1e-8
pe, pf = (x.real for x in he.alpha_parts(s, 0.0)[:2])
print(f"alpha(0): eta part {pe:.6f}, F part {pf:.6f}, total {a0:.6f} a0^3")
print(f"alpha(0): finite field {aff:.6f}, sum over states {np.sum(fn / wn**2):.6f} a0^3")
print(f"omega_0 = {w0:.1f} Eh/hbar; N=8 table")
print("x_k        u_k/(Eh/hbar) W_k/(Eh/hbar) alpha/a0^3 W*alpha^2/(Eh a0^6/hbar)")
x8, u8, W8 = grid(8)
a8 = np.array([he.alpha_iu(s, u) for u in u8])
assert np.all(np.diff(a8) < 0) and a8[0] < a0 and a8[-1] > 0
for xk, uk, Wk, ak in zip(x8, u8, W8, a8):
    print(f"{xk:+.6f}  {uk:10.6f}  {Wk:11.6f}  {ak:.6f}  {Wk * ak * ak:.6f}")
print(f"sum W*alpha^2 = {np.sum(W8 * a8**2):.6f} Eh a0^6/hbar; 3/pi = {3 / np.pi:.6f}")
qerr = {}
for N in (2, 4, 6, 8, 12):
    v = c6_quad(lambda u: he.alpha_iu(s, u), N)
    qerr[N] = abs(v - c6closed)
    print(f"N={N:2d}: C6 {v:.7f} Eh a0^6, deviation from closed form {v - c6closed:+.1e}")
print(f"N=24: C6 {c6:.7f} Eh a0^6, deviation from closed form {c6 - c6closed:+.1e}")
assert qerr[8] < 1e-3 and qerr[12] < 1e-5
print(f"C6 closed double sum {c6closed:.7f}, second-order theory {c6pt:.7f} Eh a0^6")
c6noF = c6_quad(lambda u: he.alpha_parts(s, 1j * u)[0].real, 12)
assert abs(c6noF - c6) > 1e-2
print(f"C6 if the F term is dropped (wrong): {c6noF:.5f} Eh a0^6")
assert abs(c6 - 1.46) < 0.015   # rough reference size; the margin is basis-set error
a0cm = pc['Bohr radius'][0] * 1e2
Eherg = pc['Hartree energy'][0] * 1e7
print(f"a0 = {a0cm:.6e} cm, Eh = {Eherg:.6e} erg")
print(f"alpha(0) = {a0:.4f} a0^3 = {a0 * a0cm**3:.4e} cm^3")
print(f"C6 = {c6:.4f} Eh a0^6 = {c6 * Eherg * a0cm**6:.4e} erg cm^6")
print("tests ok")
```

Output:

```
basis        n_orb  E_CCSD/Eh     alpha(0)/a0^3  sum f   C6(N=24)/(Eh a0^6)
aug-cc-pvdz    9  -2.88954849  1.362338     2.0220  1.474595
aug-cc-pvtz   23  -2.90059792  1.379303     2.0025  1.468237
aug-cc-pvqz   46  -2.90253360  1.384168     2.0039  1.463448
DZ CCSD: alpha(0) 1.362338 finite field 1.362338; alpha(i0.8) 0.855891 real time 0.855891 a0^3
DZ CCD: alpha(0) 0.007345 finite field 0.007345; alpha(i0.8) 0.006728 real time 0.006728 a0^3
--- He CCSD/aug-cc-pVQZ ---
determinants: even 344, z-odd 284
E_RHF -2.86152200 Eh, E_CCSD -2.90253360 Eh, E_FCI -2.90253360 Eh
bright pseudostate: hbar*omega_n 0.88350 Eh, f_n 0.88280
bright pseudostate: hbar*omega_n 1.89357 Eh, f_n 0.87338
bright pseudostate: hbar*omega_n 2.24446 Eh, f_n 0.00106
alpha(0): eta part 1.417715, F part -0.033547, total 1.384168 a0^3
alpha(0): finite field 1.384168, sum over states 1.384168 a0^3
omega_0 = 1.0 Eh/hbar; N=8 table
x_k        u_k/(Eh/hbar) W_k/(Eh/hbar) alpha/a0^3 W*alpha^2/(Eh a0^6/hbar)
-0.960290    0.020257     0.052686  1.383546  0.100851
-0.796666    0.113173     0.137782  1.365036  0.256733
-0.525532    0.311018     0.269594  1.253015  0.423276
-0.183435    0.689996     0.517928  0.926890  0.444965
+0.183435    1.449283     1.087868  0.468654  0.238936
+0.525532    3.215251     2.787023  0.148485  0.061448
+0.796666    8.836056    10.757461  0.024073  0.006234
+0.960290   49.364965   128.389657  0.000819  0.000086
sum W*alpha^2 = 1.532529 Eh a0^6/hbar; 3/pi = 0.954930
N= 2: C6 1.4086392 Eh a0^6, deviation from closed form -5.5e-02
N= 4: C6 1.4665698 Eh a0^6, deviation from closed form +3.1e-03
N= 6: C6 1.4638027 Eh a0^6, deviation from closed form +3.5e-04
N= 8: C6 1.4634571 Eh a0^6, deviation from closed form +8.9e-06
N=12: C6 1.4634482 Eh a0^6, deviation from closed form +4.3e-08
N=24: C6 1.4634482 Eh a0^6, deviation from closed form -9.5e-12
C6 closed double sum 1.4634482, second-order theory 1.4634482 Eh a0^6
C6 if the F term is dropped (wrong): 1.53985 Eh a0^6
a0 = 5.291772e-09 cm, Eh = 4.359745e-11 erg
alpha(0) = 1.3842 a0^3 = 2.0511e-25 cm^3
C6 = 1.4634 Eh a0^6 = 1.4010e-60 erg cm^6
tests ok
```
